# Honeycomb diagram, bias triangles and lever arms of a serial double dot

## Problem

Two quantum dots lie in series between a left lead L and a right lead R. Dot 1 couples to L through a capacitance $C_L$, dot 2 to R through $C_R$, and the dots couple to each other through $C_m$. Gate $j$ couples to dot $i$ through $G_{ij}$. The values are

$$C_L=40,\quad C_R=30,\quad C_m=10,\quad G=\begin{pmatrix}10&2\\3&8\end{pmatrix}\quad\text{(all in aF)}.$$

These are round model parameters. Charging is classical: capacitances are constant and orbital level spacings are neglected. Tunnelling is weak and sequential, and the temperature is practically zero. Interdot tunnelling can give up energy to the surroundings, so it runs downhill in energy. Electrons carry charge $-e$ with $e>0$, and a lead at voltage $V$ has chemical potential $\mu=-eV$.

(a) Find the electrostatic energy of $N_1,N_2$ electrons and the energies for adding one electron.

(b) Construct the zero-bias stability diagram: the shape of a cell, its corners and its periods.

(c) Find the vector between the two triple points of a pair. Compare it with the shift of a dot-1 charging line, at fixed $V_{g2}$, when dot 2 gains an electron.

(d) Set $V_L=-0.4$ mV and $V_R=0$. Where in the gate plane does current flow? When do neighbouring regions overlap, and what is the current if every downhill step has rate $\Gamma$?

(e) Suppose that only the bias, the honeycomb periods and the corners of the conducting regions are known. Recover the lever arms and all capacitances.

## Solution

Attofarads, millivolts and millielectronvolts suit this problem. In them $e=160.218$ aF mV, and $e\times1$ mV is 1 meV.

### (a) Energy and addition energies

The charge on dot 1 is the sum over its capacitors,

$$-eN_1=C_L(V_1-V_L)+C_m(V_1-V_2)+\sum_jG_{1j}(V_1-V_{gj}),$$

and similarly for dot 2. Collecting the dot potentials $v=(V_1,V_2)^T$ on one side gives

$$Cv=-eN+q,\qquad C=\begin{pmatrix}C_1&-C_m\\-C_m&C_2\end{pmatrix},\qquad q=GV_g+\begin{pmatrix}C_LV_L\\C_RV_R\end{pmatrix}.$$

Here $C_1=40+10+12=62$ aF and $C_2=30+10+11=51$ aF are the total capacitances of the dots.

The voltage sources do work, so the relevant energy is the field energy minus $\sum_sV_sQ_s$, where $s$ runs over leads and gates. The field energy is $\frac12v\cdot(-eN)+\frac12\sum_sV_sQ_s$, hence

$$U=\tfrac12v\cdot(-eN)-\tfrac12\sum_sV_sQ_s.$$

Each $Q_s$ is a sum of capacitance times $(V_s-V_i)$, so $\sum_sV_sQ_s=\text{const}-v\cdot q$, where the constant does not depend on $N$. With $v=C^{-1}(-eN+q)$ and $q=en$,

$$U=\tfrac12v\cdot(-eN+q)+\text{const}=\tfrac12(N-n)^TE(N-n)+\text{const},\qquad E=e^2C^{-1}.$$

Inverting the $2\times2$ matrix with $D=C_1C_2-C_m^2=3062$ aF² gives

$$E=\begin{pmatrix}E_1&E_m\\E_m&E_2\end{pmatrix},\qquad E_1=\frac{e^2C_2}{D},\quad E_2=\frac{e^2C_1}{D},\quad E_m=\frac{e^2C_m}{D},$$

or 2.669, 3.244 and 0.523 meV.

The addition energy is $\mu_1(N_1,N_2)=U(N_1,N_2)-U(N_1-1,N_2)$. Since $x^2-(x-1)^2=2x-1$,

$$\mu_1=E_1(N_1-\tfrac12-n_1)+E_m(N_2-n_2),\qquad \mu_2=E_2(N_2-\tfrac12-n_2)+E_m(N_1-n_1).$$

An electron in dot 2 therefore raises $\mu_1$ by $E_m$, and the reverse. When an electron leaves lead L, its source replaces it and does the extra work $-eV_L=\mu_L$. Entering dot 1 thus costs $\mu_1-\mu_L$.

A gate change $\delta V_g$ changes $n$ by $G\,\delta V_g/e$, so

$$\delta\mu=-E\,\delta n=-e\,\alpha\,\delta V_g,\qquad \alpha=C^{-1}G=\begin{pmatrix}0.1764&0.0594\\0.0934&0.1685\end{pmatrix}.$$

For example, $\alpha_{11}=(51\cdot10+10\cdot3)/3062=0.1764$. These are the lever arms.

### (b) The honeycomb

Let both leads be at zero voltage and put $u=E(n-N)$. State $N$ is the ground state if, for every integer vector $d$,

$$U(N+d)-U(N)=\tfrac12d^TEd-d\cdot u\ge0.$$

Six vectors suffice: $\pm(1,0)$, $\pm(0,1)$ and $\pm(1,-1)$. To see this, order them by angle. Any integer $d$ can be written $d=ap+bq$, with $p,q$ neighbours in that order and integers $a,b\ge0$. For neighbours, $p^TEq$ equals $E_m$, $E_1-E_m$ or $E_2-E_m$. All three are positive, because $C_m<C_1,C_2$. If the conditions for $p$ and $q$ hold, then

$$d\cdot u\le\tfrac12(a\,p^TEp+b\,q^TEq)\le\tfrac12(a^2p^TEp+b^2q^TEq+2ab\,p^TEq)=\tfrac12d^TEd.$$

The cell is therefore a hexagon, bounded by

$$|u_1|\le\tfrac12E_1,\qquad|u_2|\le\tfrac12E_2,\qquad|u_1-u_2|\le\tfrac12(E_1+E_2)-E_m.$$

Its corners are triple points of two kinds. Take a base state $M$. At the electron triple point, $M$, $M+(1,0)$ and $M+(0,1)$ are degenerate, so $\mu_1(M_1+1,M_2)=\mu_2(M_1,M_2+1)=0$. At the hole triple point, $M+(1,1)$ replaces $M$, and both addition energies contain an extra $E_m$. Thus

$$E(n-M)=\begin{pmatrix}E_1/2\\E_2/2\end{pmatrix}\ \text{(electron)},\qquad E(n-M)=\begin{pmatrix}E_1/2+E_m\\E_2/2+E_m\end{pmatrix}\ \text{(hole)}.$$

The cell of $N$ has electron corners with $M=N,\ N-(1,0),\ N-(0,1)$ and hole corners with $M=N-(1,0),\ N-(0,1),\ N-(1,1)$.

Multiplying the electron condition by $C/e^2$ gives

$$n-M=\frac1{2D}\begin{pmatrix}C_1(C_2-C_m)\\C_2(C_1-C_m)\end{pmatrix}=\begin{pmatrix}0.415\\0.433\end{pmatrix}.$$

For $M=(1,1)$, $V_g=eG^{-1}n$ is $(18.305,\,21.836)$ mV.

Adding one electron to a dot repeats the pattern when $n$ moves by one unit. The periods are the columns of

$$A=eG^{-1}=\frac{160.218}{74}\begin{pmatrix}8&-2\\-3&10\end{pmatrix}=\begin{pmatrix}17.321&-4.330\\-6.495&21.651\end{pmatrix}\text{ mV}.$$

The negative entries come from the cross capacitances: when one gate adds an electron, the other must compensate its effect on the second dot. There is one cell per period, so the cell area is $|\det A|=e^2/|\det G|=346.9$ mV².

### (c) Triple-point separation

From the electron to the hole point, $E\,\delta n=E_m(1,1)^T$. Multiplying by $C/e^2$ and then by $eG^{-1}$,

$$s=\frac{eC_m}{D}\,G^{-1}\begin{pmatrix}C_1-C_m\\C_2-C_m\end{pmatrix}=\frac{E_m}{e}\,\alpha^{-1}\begin{pmatrix}1\\1\end{pmatrix}.$$

Numerically, $s=0.5232\,(334/74,\;254/74)=(2.362,\,1.796)$ mV.

The line shift is a different quantity. An added electron in dot 2 raises $\mu_1$ by $E_m$, and $V_{g1}$ alone must bring it back. This requires $e\alpha_{11}\delta V_{g1}=E_m$, so $\delta V_{g1}=2.97$ mV. The first component of $s$ is smaller because along $s$ the second gate also lowers $\mu_1$.

Two limits show the role of $C_m$. For $C_m\to0$, $s$ vanishes, the triple points merge in pairs and the hexagons become parallelograms (rectangles if $G$ is diagonal). For $C_m\to\infty$ with $a=C_1-C_m$ and $b=C_2-C_m$ fixed, $D\to C_m(a+b)$ and all three energies tend to $e^2/(a+b)$. Both $\mu_1$ and $\mu_2$ then depend on the gates through $n_1+n_2$ alone, and the lines for exchanging an electron with a lead become those of one large dot. The interdot edges remain, with the finite length $s\to eG^{-1}(a,b)^T/(a+b)$.

### (d) Bias triangles

Write $x=\mu_1(M_1+1,M_2)$ and $y=\mu_2(M_1,M_2+1)$, and label states by the electrons added to $M$. In the electron cycle $(0,0)\to(1,0)\to(0,1)\to(0,0)$ the three steps cost $x-\mu_L$, $y-x$ and $\mu_R-y$. None may be positive, so

$$\mu_L\ge x\ge y\ge\mu_R.$$

The hole cycle $(1,0)\to(0,1)\to(1,1)\to(1,0)$ gives the same condition with $x+E_m$ and $y+E_m$ in place of $x$ and $y$. Its region is the first one displaced by $s$. Among these four states there is no other route: transport needs the interdot step, and the return passes through $(0,0)$ or $(1,1)$. Reversing the bias reverses all inequalities.

For either sign, the region is a triangle with corners $(x,y)$

$$P_0:(\mu_R,\mu_R),\qquad P_1:(\mu_L,\mu_R),\qquad P_2:(\mu_L,\mu_L).$$

Let $\Delta=\mu_L-\mu_R$, here $+0.4$ meV. From $\delta\mu=-e\alpha\,\delta V_g$ and $\alpha^{-1}=G^{-1}C$,

$$P_1-P_0=-\frac{\Delta}{e}\alpha^{-1}\begin{pmatrix}1\\0\end{pmatrix}=\begin{pmatrix}-2.789\\1.546\end{pmatrix},\qquad P_2-P_1=-\frac{\Delta}{e}\alpha^{-1}\begin{pmatrix}0\\1\end{pmatrix}=\begin{pmatrix}0.984\\-2.919\end{pmatrix}\text{ mV}.$$

The corner $P_0$ does not stay at the zero-bias triple point, because lead L also acts as a gate on dot 1. Keeping $n$ fixed requires $G\,\delta V_g=-(C_LV_L,0)^T=(16,0)^T$ aF mV, a shift of $(1.730,-0.649)$ mV. For the electron triangle with $M=(1,1)$ this gives

$$P_0=(20.035,21.187),\quad P_1=(17.246,22.733),\quad P_2=(18.229,19.814)\text{ mV}.$$

The edge $P_2-P_0=-(\Delta/E_m)\,s$ is parallel to the triple-point separation. With $\mu_R=0$ and $\Delta>0$, both sets of inequalities hold where $0\le y\le x\le\Delta-E_m$. The triangles therefore overlap when $\Delta>E_m$; for reversed bias the same argument gives $|\Delta|>E_m$. At 0.4 mV they are separate; at 0.8 mV they overlap.

In one triangle, the stationary master equation equates the flows of three successive steps. For the electron cycle, $\Gamma p_{00}=\Gamma p_{10}=\Gamma p_{01}$. Each probability is $1/3$, and the current has magnitude $e\Gamma/3$. In the overlap, $(0,1)$ has two exits, and the balances of $(0,0)$, $(1,1)$ and $(0,1)$ read

$$p_{01}=p_{00},\qquad p_{01}=p_{11},\qquad p_{10}=2p_{01}.$$

Normalization gives $5p_{01}=1$, so the current is $e\Gamma p_{10}=\frac25e\Gamma$. The second exit shortens the wait in $(0,1)$.

This picture needs $k_BT\ll|\Delta|,E_m$, and $|\Delta|$ below both $E_1-E_m$ and $E_2-E_m$ (2.145 and 2.721 meV), so that other charge states stay out of reach. These are the offsets, along $x$ and along $y$, of the hole triangles of $M-(1,0)$ and $M-(0,1)$, which begin to overlap the electron triangle beyond those biases. If the dots have well-separated discrete levels, it also needs inelastic interdot tunnelling: elastic tunnelling between the two lowest available levels alone would leave current only near the edge $x=y$. If the levels are dense, elastic tunnelling can fill the whole triangle, because the electron can start from a deeper level or end in a higher one; its rate then grows with $|x-y|$ instead of being a constant $\Gamma$. A master equation with 16 charge states, sampled at $\Delta=0.4$, $0.8$ and $-0.4$ meV, confirmed the triangles and both current values.

### (e) Inversion

Put the two edge vectors into a matrix $W=(P_1-P_0,\;P_2-P_1)$. By part (d), $W=-(\Delta/e)\alpha^{-1}$, hence

$$\alpha=-\frac{\Delta}{e}W^{-1}.$$

The corners located from the computed current alone agree with those above to the digits shown. Here $\det W=6.62$ mV², and

$$\alpha=\frac{0.4}{6.62}\begin{pmatrix}2.919&0.984\\1.546&2.789\end{pmatrix}=\begin{pmatrix}0.176&0.059\\0.093&0.169\end{pmatrix}.$$

One triangle yields all four lever arms once its corners are labelled. With the sign of the bias known, only the labelling used here makes all four positive. Using just the horizontal extent of $P_1-P_0$ would give $0.4/2.789=0.143$ for $\alpha_{11}$, 19% below its true value, because that estimate ignores the cross terms.

The hole triangle has its corner $P_0$ at $(22.397,22.983)$ mV, so $s=(2.362,1.796)$ mV. Then $\alpha s=(0.523,0.523)$ mV, which gives $E_m=0.523$ meV. The equality of the two components is a check on the data.

Let the columns of $A$ be the periods that add one electron to dot 1 and to dot 2, as in part (b). Then $G=eA^{-1}$ returns 10, 2, 3 and 8 aF. Finally $\alpha=C^{-1}G$ gives

$$C=G\alpha^{-1}=-\frac{e}{\Delta}GW=\begin{pmatrix}62.0&-10.0\\-10.0&51.0\end{pmatrix}\text{ aF}.$$

So $C_m=10$ aF, $C_L=62-10-12=40$ aF and $C_R=51-10-11=30$ aF. The matrices $A$ and $W$ hold eight numbers while the model has seven capacitances; the symmetry of $C$ is the remaining condition, and a second check.

The two halves of the inversion differ in robustness. An orbital level spacing adds to the energy of an electron that has to enter a higher level. This changes the spacing of the charging lines, which spoils $G=eA^{-1}$ and with it $C$. The symmetry check does not reveal this. For constant spacings $\delta_1,\delta_2$ per added electron, the periods become $A=\alpha^{-1}(E+\mathrm{diag}\,\delta)/e$, and the recovered matrix $e^2(E+\mathrm{diag}\,\delta)^{-1}$ is still symmetric. A level offset that does not depend on the gates moves a triangle without altering its edges, so the lever arms survive. The full set of values is in the numerical output.

## Table of computed values

```
input C_L, C_R, C_m: 40.0, 30.0, 10.0 aF
input G11, G12, G21, G22: 10.0, 2.0, 3.0, 8.0 aF
input bias size (V_L = -bias, V_R = 0): 0.40 mV
elementary charge: 160.218 aF mV
C1, C2: 62.0, 51.0 aF
determinant D: 3062.0 aF^2
E1, E2, E_m: 2.6686, 3.2441, 0.5232 meV
alpha 11, 12, 21, 22: 0.1764, 0.0594, 0.0934, 0.1685
period a1 (gate1, gate2): 17.321, -6.495 mV
period a2 (gate1, gate2): -4.330, 21.651 mV
cell area: 346.9 mV^2
electron triple point, base (1,1): 18.305, 21.836 mV
hole triple point, base (1,1): 20.667, 23.632 mV
triple-point separation s: 2.362, 1.796 mV
dot-1 line shift at fixed gate 2: 2.967 mV
electron triangle P0, formula: 20.035, 21.187 mV
electron triangle P1, formula: 17.246, 22.733 mV
electron triangle P2, formula: 18.229, 19.814 mV
shift of P0 caused by bias: 1.730, -0.649 mV
thermal energy in simulation: 2.0e-05 meV
electron triangle P0, from current: 20.035, 21.187 mV
electron triangle P1, from current: 17.246, 22.733 mV
electron triangle P2, from current: 18.229, 19.814 mV
hole triangle P0, from current: 22.397, 22.983 mV
edge P1-P0, from current: -2.789, 1.546 mV
edge P2-P1, from current: 0.984, -2.919 mV
recovered alpha 11, 12, 21, 22: 0.1763, 0.0594, 0.0934, 0.1685
recovered E_m, two components: 0.5232, 0.5232 meV
recovered G11, G12, G21, G22: 10.00, 2.00, 3.00, 8.00 aF
recovered C11, C12, C21, C22: 62.00, -10.00, -10.00, 51.00 aF
recovered C_L, C_R, C_m: 40.00, 30.00, 10.00 aF
current in one triangle: 0.3333 e*Gamma
current in overlap (bias 0.8 mV): 0.4000 e*Gamma
```
